# Can a crystal of identical atoms have a lattice permittivity?

**Question**

I am sorting the permittivities of materials in a gate stack into an electronic part, with the nuclei clamped, and a lattice part, from atoms that move in the field. For an oxide the second part is easy to picture: positive and negative ions move in opposite directions. In silicon all atoms are identical and neutral, so a field has nothing to pull on, and the lattice part is zero.

Does this reasoning hold for every elemental crystal? Trigonal selenium also has a single kind of atom, and its three atoms per cell are equivalent by symmetry. I would conclude that its Born charges vanish too. Is that right, and if not, which step fails?

**Answer**

The conclusion for silicon is right, but the reason given for it is not sufficient. The step that fails is "a neutral atom carries no Born charge". A Born charge measures the polarization produced when an atom moves, and electrons can flow between identical atoms during that motion. Whether the resulting tensors must vanish is a question about the symmetry of the whole crystal.

**What the field pulls on**

I use atomic units in the algebra, with the elementary charge equal to one. Let $\Omega$ be the cell volume, $\mathbf P$ the polarization and $\mathbf u_j$ a displacement of atom $j$, the same in every cell. The Born tensor is

$$Z_{j,\alpha\beta}=\Omega\,\frac{\partial P_\alpha}{\partial u_{j\beta}}\bigg|_{\mathbf E=0}.$$

The first index belongs to the polarization, the second to the displacement. The crystal is a perfect insulator whose electronic ground state has the symmetry of the nuclear positions. In a metal, free carriers screen a static field and this description does not apply.

To second order, the part of the energy per cell that depends on the displacements in a macroscopic field $\mathbf E$ is

$$F=\tfrac12\,u^{T}Ku-\mathbf E^{T}Zu .$$

Here $u$ collects all displacement components in a cell, $K$ is the force-constant matrix at zero field, and $Z=(Z_1,Z_2,\dots)$ has three rows. The force on atom $j$ is therefore $Z_j^{T}\mathbf E$. It is set by $Z_j$, not by the charge one would assign to the atom at rest.

**Two rules for the tensors**

First, move every atom by the same vector $\mathbf s$. Nuclei and electrons move together, so the cell dipole changes by the total cell charge times $\mathbf s$, which is zero. Since $\mathbf s$ is arbitrary,

$$\sum_j Z_j=0 .$$

This is the acoustic sum rule.

Second, let a crystal operation with rotational part $R$ carry atom $i$ to atom $j$. It turns a displacement $\mathbf u$ of atom $i$ into a displacement $R\mathbf u$ of atom $j$, and turns the induced dipole $Z_i\mathbf u$ into $RZ_i\mathbf u$. Hence $Z_jR\mathbf u=RZ_i\mathbf u$ for every $\mathbf u$, or

$$Z_j=RZ_iR^{T}.$$

Equivalent atoms thus have tensors related by rotation. They need not have equal tensors in a fixed coordinate frame, and this is what separates selenium from silicon.

**Silicon: why the charges vanish**

The diamond structure has two atoms per primitive cell. Inversion about the midpoint of a bond exchanges them. For inversion $R=-1$, and the two minus signs cancel:

$$Z_2=(-1)Z_1(-1)=Z_1 .$$

The sum rule gives $Z_1+Z_2=2Z_1=0$, so both tensors vanish.

The tetrahedral symmetry of each site is not enough for this. It makes $Z_1$ a multiple of the unit matrix, but an isotropic charge is still allowed. Nor is tetrahedral symmetry needed. For any crystal with two identical atoms per primitive cell, at $\boldsymbol\tau_1$ and $\boldsymbol\tau_2$, the map $\mathbf r\to\boldsymbol\tau_1+\boldsymbol\tau_2-\mathbf r$ exchanges the two sublattices. The argument therefore survives a homogeneous shear. With one atom per cell the sum rule alone gives $Z=0$. An elemental insulator needs at least three atoms per primitive cell to have nonzero Born charges, under the symmetry assumption made above.

A count based on the atomic positions confirms this. Silicon has one free tensor component before the sum rule and none after it. A generally sheared silicon cell has nine before and none after. If the two sublattices are made different, inversion is lost and one component remains after the sum rule.

**Selenium: what symmetry allows**

Trigonal selenium consists of parallel helical chains with three atoms per turn. Put $z$ along the chains and $x$ along the twofold axis that passes through atom 1. That rotation is $C_2=\mathrm{diag}(1,-1,-1)$ and leaves atom 1 in place, so $Z_1=C_2Z_1C_2^{T}$. The components $xy$, $xz$, $yx$ and $zx$ change sign and must vanish. Five remain:

$$Z_1=\begin{pmatrix}Z_{xx}&0&0\\0&Z_{yy}&Z_{yz}\\0&Z_{zy}&Z_{zz}\end{pmatrix}.$$

The other two tensors follow by rotation through $\theta=120^\circ$ and $240^\circ$ about $z$. In the sum over the three atoms,

$$\sum_jZ_{j,xx}=\sum_\theta\left(\cos^2\theta\,Z_{xx}+\sin^2\theta\,Z_{yy}\right)=\tfrac32(Z_{xx}+Z_{yy}),$$

because $\cos^2\theta$ and $\sin^2\theta$ each add up to $3/2$. The $yy$ sum is the same. The $xy$ and $yx$ sums are both $(Z_{xx}-Z_{yy})\sum_\theta\cos\theta\sin\theta=0$. The $zz$ components add to $3Z_{zz}$. The $yz$ and $zy$ components rotate like vectors in the plane, and three such vectors at $120^\circ$ cancel whatever their length. The sum rule therefore demands $Z_{yy}=-Z_{xx}$ and $Z_{zz}=0$, and nothing more:

$$Z_1=\begin{pmatrix}a&0&0\\0&-a&d\\0&g&0\end{pmatrix}.$$

The position-based count gives the same reduction, from five components to three. The trace is zero, so the average charge $\tfrac13\,\mathrm{Tr}\,Z_1$ vanishes. In that limited sense the atom is neutral, yet the tensor can be nonzero. Here $d$ gives a tangential dipole from an axial displacement, and $g$ an axial dipole from a tangential displacement.

The mirror $z\to-z$ produces the crystal of opposite handedness. It reverses $d$ and $g$ and keeps $a$.

Symmetry permits these numbers but does not supply their values. For that one needs the electrons.

**Where the charge comes from**

Take a description with orbitals centred on the atoms, and let the position operator be diagonal in them. Moving atom $j$ then does two things.

First, the core and the orbitals of atom $j$ are carried along. With core charge $Z_{\rm core}$ and valence population $n_j$, this contributes $(Z_{\rm core}-n_j)\delta_{\alpha\beta}$. In a neutral crystal of equivalent atoms $n_j=Z_{\rm core}$, so this static part is zero. The argument in the question stops here.

Second, the distances to the neighbours change, and so do the hopping amplitudes. Let $W_{j\beta}$ be the resulting derivative of the Bloch Hamiltonian $H(\mathbf k)$, with its position-dependent phases held fixed. For a filled state $v$ and empty states $c$,

$$|\delta v\rangle=\sum_c|c\rangle\frac{\langle c|W_{j\beta}|v\rangle}{E_v-E_c}.$$

The change in the electrons' mean position, with a factor 2 for spin and an average over $N$ wave vectors, is

$$\frac{\partial\langle r_\alpha\rangle}{\partial u_{j\beta}}=\frac{4}{N}\sum_{\mathbf k vc}\mathrm{Re}\,\frac{\langle v|r_\alpha|c\rangle\langle c|W_{j\beta}|v\rangle}{E_v-E_c}.$$

The other factor 2 comes from adding the complex conjugate. The velocity relation $\partial H/\partial k_\alpha=i[H,r_\alpha]$ gives

$$\langle v|r_\alpha|c\rangle=\frac{i\langle v|\partial_{k_\alpha}H|c\rangle}{E_c-E_v}.$$

On insertion the denominators combine to $-(E_c-E_v)^2$, and $-\mathrm{Re}(iX)=\mathrm{Im}\,X$. Electrons carry charge $-1$, so

$$Z_{j,\alpha\beta}=(Z_{\rm core}-n_j)\delta_{\alpha\beta}-\frac4N\sum_{\mathbf kvc}\frac{\mathrm{Im}\left[\langle v|\partial_{k_\alpha}H|c\rangle\langle c|W_{j\beta}|v\rangle\right]}{(E_c-E_v)^2}.$$

The last term is charge flow driven by changing bonds. It does not require the atoms to be chemically different. In silicon it cancels by the inversion argument; in selenium it survives.

**From Born charges to permittivity**

Setting the derivative of $F$ with respect to $u$ to zero gives $Ku=Z^{T}\mathbf E$. The matrix $K$ has three zero eigenvalues, the rigid translations, but the sum rule ensures that the field exerts no force along them. The solution without a translation is $u=K^{+}Z^{T}\mathbf E$, where $K^+$ inverts $K$ on the other displacements. The cell dipole is $Zu$, and dividing by $\Omega$ gives the polarization. Since $\varepsilon=1+4\pi\,\partial P/\partial E$, the lattice adds

$$\varepsilon^{\rm lat}=\frac{4\pi}{\Omega}ZK^{+}Z^{T}=\frac{4\pi}{\Omega}\sum_m\frac{\mathbf p_m\mathbf p_m^{T}}{\kappa_m}.$$

The sum runs over normalized eigenvectors $e_m$ of $K$ with $\kappa_m>0$, and $\mathbf p_m=Ze_m$. The atomic mass affects the vibration frequencies, but not this static response.

The selenium cell has nine displacement patterns. Three repeat the same local motion on each atom after rotation about the chain axis:

- Radial motion, the breathing mode $A_1$. Atom 1 contributes the dipole $(a,0,0)$, and the three rotated copies cancel. The mode is dark.
- Tangential motion, the mode $A_2$, which turns each chain about its axis. Atom 1 contributes $(0,-a,g)$. The in-plane parts cancel and the axial parts add to $3g$ per unit displacement.
- Axial motion, which is a translation.

The other six patterns form three degenerate pairs $E$. One pair is translation in the plane, which leaves two optical pairs with dipoles in the plane.

For the normalized $A_2$ mode each atom moves by $1/\sqrt3$, so $p_z=\sqrt3\,g$ and

$$\varepsilon^{\rm lat}_{zz}=\frac{4\pi}{\Omega}\,\frac{3g^2}{\kappa_{A_2}}.$$

This mode also shows why coupling between chains matters. If an isolated chain is turned rigidly about its axis, its electrons turn with it and their $z$ coordinates do not change. There is no axial dipole, so $g=0$. In the crystal, turning the chains changes the bonds between them, and an axial current becomes possible.

**A numerical estimate**

The following is a tight-binding model with one $s$ and three $p$ orbitals per atom and rough parameters in the regime of trigonal selenium. It is not a first-principles calculation. The lattice constants are 4.37 and 4.95 Å, and atom 1 lies at a distance $0.225\times4.37=0.983$ Å from the chain axis. Neighbours along the chain are separated by $\sqrt3\times0.983=1.703$ Å in the plane and $4.95/3=1.65$ Å along $z$. The bond length is therefore $\sqrt{1.703^2+1.65^2}=2.37$ Å. The closest contact between chains is 3.44 Å.

At 2.37 Å the hoppings $ss$, $sp$, $pp\sigma$ and $pp\pi$ are $-1.8$, 1.9, 3.0 and $-0.8$ eV. They decay exponentially with a length of 0.7 Å and are set to zero beyond 3.6 Å. This cutoff keeps the closest contacts between chains but drops second neighbours in a chain, at 3.71 Å. It affects the values noticeably, as shown below. The $s$ level lies 12 eV below the $p$ level. Springs of 8 eV/Å$^2$ act along bonds, and springs of 1 eV/Å$^2$ between chains and between second neighbours in a chain.

Each atom holds 6 valence electrons, equal to its core charge, so the static part vanishes. The charge flow gives

$$a=0.056,\qquad d=1.113,\qquad g=0.422\qquad\text{(in }e).$$

As an independent test, atom 1 was displaced along each axis and the polarization recomputed from Berry phases. The results differ from perturbation theory by at most $9\times10^{-5}\,e$ on matching wave-vector meshes.

When the hopping between chains is switched off at fixed geometry, the values become $a=-0.488$, $d=0.922$ and $g=0$. This confirms the argument about rotation. It also shows that the small $a$ of the coupled crystal results from a near cancellation between the chain's own contribution and the change due to coupling, so its value deserves little trust.

Now apply 0.01 V/Å (1 MV/cm) along $z$. The tangential force on each atom is $0.4221\times0.01=4.22\times10^{-3}$ eV/Å. The $A_2$ stiffness is 2.422 eV/Å$^2$, so each atom moves by $1.74\times10^{-3}$ Å. In these units $4\pi$ becomes $e^2/\varepsilon_0$, and with $\Omega=81.87$ Å$^3$

$$\varepsilon^{\rm lat}_{zz}=\frac{e^2}{\varepsilon_0}\,\frac{3\times0.4221^2}{81.87\times2.422\ \mathrm{eV\,Å}}=0.49 .$$

In the plane the two $E$ pairs contribute $0.283+0.142=0.43$. Displacing the atoms as this field would, and recomputing the Berry-phase polarization, reproduces both totals.

The electronic permittivities of the same model are 5.4 in the plane and 9.9 along the chains. With these parameters the lattice parts are about 8% and 5% of the electronic ones. These shares depend on the model. For silicon, the companion model, with hopping between nearest neighbours only, gives an electronic permittivity of 8.2 and Born components below $10^{-14}\,e$, which is rounding error. Shearing the cell leaves them at that level. Shifting the levels of the two sublattices by $+1$ and $-1$ eV produces charges of $\pm2.1\,e$, so the zero is due to symmetry and not to an inability of the model to produce a charge.

**A second consequence: mode splitting**

A polar mode is stiffer when its wave vector is parallel to its dipole. For a long wave along $z$ there is no free charge, so $E_z+4\pi P_z=0$. With mode amplitude $Q$ and electronic permittivity $\varepsilon^\infty_{zz}$, the polarization is

$$P_z=\frac{p_zQ}{\Omega}+\frac{\varepsilon^\infty_{zz}-1}{4\pi}E_z .$$

Substitution gives $E_z=-4\pi p_zQ/(\Omega\varepsilon^\infty_{zz})$. The force $-\kappa Q+p_zE_z$ then corresponds to the stiffness

$$\kappa_{\rm L}=\kappa+\frac{4\pi p_z^2}{\Omega\varepsilon^\infty_{zz}}=\kappa\left(1+\frac{\varepsilon^{\rm lat}_{zz}}{\varepsilon^\infty_{zz}}\right).$$

In the model the $A_2$ energy rises from 11.3 meV to $11.32\sqrt{1+0.488/9.93}=11.6$ meV. The corresponding splitting vanishes in silicon because $p=0$.

**How far to trust the numbers**

The springs are held fixed in the following comparisons.

| Change to the model | $\varepsilon^{\rm lat}_{xx}$ | $\varepsilon^{\rm lat}_{zz}$ |
|---|---:|---:|
| None | 0.43 | 0.49 |
| On-site repulsion, 5 eV | 0.21 | 0.49 |
| $s$–$p$ dipole on each atom, 0.5 $e$Å | 0.50 | 0.46 |
| Hopping cutoff, 7 Å instead of 3.6 Å | 0.6 | 1.3 |
| Hopping decay length, 0.9 Å | 0.73 | 0.78 |
| Chain radius larger by 0.041 Å | 0.67 | 0.87 |

The repulsion halves the in-plane value and reduces $d$ from 1.11 to 0.19 $e$. An axial displacement of atom 1 is odd under $C_2$, which exchanges atoms 2 and 3. It can therefore transfer electrons from one of these atoms to the other, and repulsion opposes the transfer. The value of $g$ does not change. A tangential displacement of atom 1 can also transfer electrons between atoms 2 and 3, but a potential on any one atom is even under the twofold rotation through that atom, while an axial dipole is odd under it. Site potentials therefore produce no axial dipole. That protection belongs to a repulsion that depends on site populations alone; a fuller treatment of the electric fields inside the cell could alter $g$.

In the last row every atom moves outward by $\sqrt{k_BT/\kappa_{A_1}}$ at 300 K. Because the normalized mode moves each atom by only $1/\sqrt3$ of its amplitude, this is $\sqrt3$ times the root-mean-square radius change that equipartition gives for one such mode in a single cell. The row measures sensitivity to a distortion of thermal order, not a thermal average, since atoms also move inward. The changes can also reinforce each other: a 7 Å cutoff together with a decay length of 0.9 Å gives about 1.5 in the plane and 4.5 along the chains. The springs matter as well. The $A_2$ mode is held only by the weak ones, so halving them doubles $\varepsilon^{\rm lat}_{zz}$. The model therefore shows that a lattice part exists and how it arises, but it does not fix its size: values from a few tenths to several are compatible with such rough parameters. A reliable number needs a first-principles calculation or a measurement.

**Real materials**

The model gap of selenium is 1.1 eV, while the real one is roughly 2 eV, and the model's electronic permittivity of silicon is below the real value of roughly 12. Its selenium permittivities should be read as estimates too. Selenium is used here to settle the symmetry question, not proposed as a gate insulator: its gap is small for that purpose. The field of 1 MV/cm sets the scale of the displacement and does not imply that a selenium film would withstand it. In a real film, free carriers break the assumption of a perfect insulator and can dominate the static response; their effect depends on their density and is not included in the numbers above.

For silicon, the zero refers to the linear, harmonic response of the perfect bulk crystal. A surface, an interface or a defect removes the inversion that exchanges neighbouring atoms, and local Born charges may then appear. A uniform applied field also breaks inversion, but the charges it induces start in proportion to $E$. The force on an atom is then of order $E^2$ and the resulting dipole of order $E^3$, which leaves the linear permittivity unchanged. Dipoles quadratic in the atomic displacements are not excluded by the argument, so thermal vibrations can contribute beyond the harmonic result.

For your classification, then, "elemental" is not the criterion. Ask how many atoms the primitive cell contains and how symmetry relates their tensors. The numerical output lists the values obtained with the 3.6 Å cutoff.

## Numbers as computed

```
Free Born components: operations, before, after sum rule
  silicon: 48, 1, 0
  sheared silicon: 2, 9, 0
  unequal sublattices: 24, 2, 1
  selenium: 6, 5, 3
Hoppings ss, sp, pp-sigma, pp-pi: -1.8, 1.9, 3.0, -0.8 eV
Hopping reference length, decay: 2.37, 0.7 angstrom
s level below p: Si 7.0, Se 12.0 eV
Si lattice constant: 5.43 angstrom
Si model gap: 2.07 eV
Si electronic permittivity: 8.23 (relative)
Si largest Born component: 8.1e-15 e
Sheared Si largest Born component: 8.8e-16 e
Levels shifted by +/-1.0 eV: Z = 2.086 e
Se a, c: 4.37, 4.95 angstrom; x = 0.225 (fraction)
Se cell volume: 81.87 angstrom^3
Se bond, interchain contact: 2.371, 3.439 angstrom
Se model gap: 1.11 eV
Se valence electrons per atom: 6.000000
Se Born tensor, atom on x axis (e):
    0.0564   0.0000   0.0000
    0.0000  -0.0564   1.1131
    0.0000   0.4221   0.0000
Largest Berry-phase difference: 9.0e-05 e
Largest change on finer k mesh: 4.4e-06 e
Uncoupled chains a, d, g: -0.4878, 0.9216, 0.0000 e
Springs bond, weak: 8.0, 1.0 eV/angstrom^2; mass 79.0 u
A1, A2 stiffness: 15.208, 2.422 eV/angstrom^2
Optical modes: energy (meV), degeneracy, eps_xx, eps_zz parts
  11.32, 1, 0.0000, 0.4879
  16.13, 2, 0.2834, 0.0000
  28.37, 1, 0.0000, 0.0000
  31.93, 2, 0.1420, 0.0000
Se electronic permittivity xx, zz: 5.431, 9.932 (relative)
Se lattice permittivity xx, zz: 0.4254, 0.4879 (relative)
Same from Berry phase in field: 0.4254, 0.4879 (relative)
Test field: 0.01 V/angstrom = 1.0 MV/cm
Largest atomic shift in field: 1.74e-03 angstrom
Thermal radius change at 300 K: 0.0412 angstrom
Model variants: a, d, g (e); lattice eps_xx, eps_zz; gap (eV)
  basic model: 0.056, 1.113, 0.422; 0.425, 0.488; 1.11
  on-site repulsion 5.0 eV: 0.380, 0.185, 0.422; 0.211, 0.488; 1.11
  s-p dipole 0.5 e angstrom: 0.137, 1.113, 0.409; 0.499, 0.458; 1.11
  hopping decay 0.9 angstrom: 0.392, 1.015, 0.534; 0.734, 0.781; 0.70
  thermally wider chain: 0.181, 1.264, 0.565; 0.673, 0.874; 0.98
```
